# Free-Energy Change of a Softened Surface Oxygen Vibration: Examination Question: verification in Python

```python
# Result under test: halving the quantum eps of a harmonic mode at fixed mass
# changes its free energy by  dF = -kT ln(2 cosh(eps/(4 kT))),
# which is a lowering of about 40 meV for eps = 80 meV at T = 600 K.
# Symbols: eps = hbar*omega (meV), kT = thermal energy (meV),
# F = Helmholtz free energy with zero-point energy, U = energy, S = entropy.
# Grid calculations use Hartree atomic units internally.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

K_MEV = const.k / const.e * 1e3
HARTREE_MEV = const.physical_constants["Hartree energy in eV"][0] * 1e3
MASS_U = 15.999
MASS = MASS_U * const.atomic_mass / const.m_e

T = 600.0
STIFF = 80.0
SOFT = STIFF / 2
kT = K_MEV * T


def free_energy(eps, temp=T):
    t = K_MEV * temp
    return eps / 2 + t * np.log1p(-np.exp(-eps / t))


def energy(eps, temp=T):
    return eps / 2 / np.tanh(eps / (2 * K_MEV * temp))


def closed_change(eps, temp=T):
    t = K_MEV * temp
    return -t * np.log(2 * np.cosh(eps / (4 * t)))


def grid_levels(potential, left, right, points):
    """Levels in meV from a sinc-function grid; potential in hartree."""
    x = np.linspace(left, right, points)
    dx = x[1] - x[0]
    i = np.arange(points)
    d = i[:, None] - i[None, :]
    safe = np.where(d == 0, 1, d)
    kinetic = np.where(d == 0, np.pi**2 / 3, 2.0 / safe**2)
    kinetic = kinetic * np.where(d % 2 == 0, 1.0, -1.0) / (2 * MASS * dx**2)
    return np.linalg.eigvalsh(kinetic + np.diag(potential(x))) * HARTREE_MEV


def level_free_energy(levels, temp=T):
    t = K_MEV * temp
    return levels[0] - t * np.log(np.sum(np.exp(-(levels - levels[0]) / t)))


# Harmonic free energies from diagonalization with force constants k and k/4
k_stiff = MASS * (STIFF / HARTREE_MEV)**2
lev_stiff = grid_levels(lambda x: 0.5 * k_stiff * x**2, -2.0, 2.0, 201)
lev_soft = grid_levels(lambda x: 0.5 * (k_stiff / 4) * x**2, -2.0, 2.0, 201)
assert abs(lev_soft[1] - lev_soft[0] - SOFT) < 1e-5
F_stiff, F_soft = free_energy(STIFF), free_energy(SOFT)
assert abs(level_free_energy(lev_stiff) - F_stiff) < 1e-4
assert abs(level_free_energy(lev_soft) - F_soft) < 1e-4
grid_change = level_free_energy(lev_soft) - level_free_energy(lev_stiff)
dF = closed_change(STIFF)
assert abs(grid_change - dF) < 1e-4
assert abs(dF + 40) < 1.0
for temp in (300.0, 900.0):
    numeric = level_free_energy(lev_soft, temp) - level_free_energy(lev_stiff, temp)
    assert abs(numeric - closed_change(STIFF, temp)) < 1e-3

# Limits and lower bounds, tested on the level sums
classical = kT * np.log(2)
corrected = classical + STIFF**2 / (32 * kT)
next_term = kT * (STIFF / (4 * kT))**4 / 12
assert abs(corrected + grid_change) < 1.05 * next_term
for temp in (150.0, 300.0, 600.0, 900.0):
    drop = level_free_energy(lev_stiff, temp) - level_free_energy(lev_soft, temp)
    assert drop > K_MEV * temp * np.log(2) and drop > STIFF / 4
cold_drop = level_free_energy(lev_stiff, 20.0) - level_free_energy(lev_soft, 20.0)
assert abs(cold_drop - STIFF / 4) < 1e-4

# Energy from the level average, entropy from the temperature derivative
def level_energy(levels):
    w = np.exp(-(levels - levels[0]) / kT)
    return np.sum(levels * w) / np.sum(w)


U_stiff, U_soft = energy(STIFF), energy(SOFT)
assert abs(level_energy(lev_stiff) - U_stiff) < 1e-4
assert abs(level_energy(lev_soft) - U_soft) < 1e-4
dU = U_soft - U_stiff
minus_TdS = dF - dU
h = 0.5
slope_T = ((level_free_energy(lev_soft, T + h) - level_free_energy(lev_stiff, T + h))
           - (level_free_energy(lev_soft, T - h) - level_free_energy(lev_stiff, T - h))) / (2 * h)
assert abs(T * slope_T - minus_TdS) < 1e-3
assert abs(minus_TdS) > abs(dU)

# Frequency sensitivity dF/d(eps) = U/eps
for eps, U in ((STIFF, U_stiff), (SOFT, U_soft)):
    slope = (free_energy(eps + 0.01) - free_energy(eps - 0.01)) / 0.02
    assert abs(slope - U / eps) < 1e-6

# Boundary pressure from equality of chemical potentials with ideal O2 gas.
# Pressure-independent internal O2 terms are absorbed in the binding energy.
wavelength = const.h / np.sqrt(2 * np.pi * 2 * MASS_U * const.atomic_mass * const.k * T)


def boundary_log_pressure(binding, vib):
    def imbalance(log_p):
        mu_O2 = kT * (log_p + np.log(wavelength**3 / (const.k * T)))
        return binding + vib - mu_O2 / 2
    return brentq(imbalance, -200, 200, xtol=1e-12)


pressure_factor = (2 * np.cosh(STIFF / (4 * kT)))**-2
for binding in (-1000.0, -1500.0):
    log_ratio = (boundary_log_pressure(binding, level_free_energy(lev_soft))
                 - boundary_log_pressure(binding, level_free_energy(lev_stiff)))
    assert abs(np.exp(log_ratio) - pressure_factor) < 1e-5

# Neglected anharmonicity: Morse wells with equal range parameter
DEPTH_STIFF = 4000.0
DEPTH_SOFT = DEPTH_STIFF / 4
morse_F = []
for eps, depth in ((STIFF, DEPTH_STIFF), (SOFT, DEPTH_SOFT)):
    D = depth / HARTREE_MEV
    alpha = (eps / HARTREE_MEV) * np.sqrt(MASS / (2 * D))
    grid = grid_levels(lambda x: D * (1 - np.exp(-alpha * x))**2, -1.2, 5.0, 281)
    n_half = np.arange(int(2 * depth / eps)) + 0.5
    formula = eps * n_half - (eps * n_half)**2 / (4 * depth)
    assert abs(level_free_energy(grid) - level_free_energy(formula)) < 1e-3
    morse_F.append(level_free_energy(grid))
morse_change = morse_F[1] - morse_F[0]

# Neglected frequency errors and dispersion
soft_high = free_energy(1.1 * SOFT) - F_soft
soft_low = free_energy(0.9 * SOFT) - F_soft
common_high = closed_change(1.1 * STIFF) - dF
common_low = closed_change(0.9 * STIFF) - dF
SPREAD = 10.0


def band_average(eps):
    return quad(free_energy, eps - SPREAD, eps + SPREAD)[0] / (2 * SPREAD)


band_shift = (band_average(SOFT) - F_soft) - (band_average(STIFF) - F_stiff)


def show(label, value, unit="", digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Temperature", T, "K", 0)
show("Thermal energy kT", kT, "meV", 3)
for name, eps, F, U in (("Stiff", STIFF, F_stiff, U_stiff), ("Soft", SOFT, F_soft, U_soft)):
    show(name + " mode quantum eps", eps, "meV", 0)
    show(name + " eps/kT", eps / kT, "", 4)
    show(name + " exp(-eps/kT)", np.exp(-eps / kT), "", 4)
    show(name + " zero-point energy", eps / 2, "meV")
    show(name + " thermal part of F", F - eps / 2, "meV")
    show(name + " free energy F", F, "meV")
    show(name + " energy U", U, "meV")
    show(name + " slope dF/d(eps)", U / eps, "", 3)
show("a = eps/(4 kT), eps = stiff quantum", STIFF / (4 * kT), "", 4)
show("2 cosh a", 2 * np.cosh(STIFF / (4 * kT)), "", 4)
show("Change of F, closed form", dF, "meV")
show("Change of F, grid diagonalization", grid_change, "meV")
show("Zero-point part of change", (SOFT - STIFF) / 2, "meV")
show("Thermal part of change", dF - (SOFT - STIFF) / 2, "meV")
show("Energy part dU", dU, "meV")
show("Entropy part -T dS", minus_TdS, "meV")
show("Classical lowering kT ln 2", classical, "meV")
show("Lowering with first quantum correction", corrected, "meV")
show("Change of F at 300 K", closed_change(STIFF, 300.0), "meV")
show("Change of F at 900 K", closed_change(STIFF, 900.0), "meV")
show("Boundary O2 pressure factor, one mode per O", pressure_factor, "", 3)
show("Inverse pressure factor", 1 / pressure_factor, "", 2)
show("Oxygen mass in grid test", MASS_U, "u", 3)
show("Morse depth, stiff", DEPTH_STIFF, "meV", 0)
show("Morse depth, soft", DEPTH_SOFT, "meV", 0)
show("Change of F, Morse wells", morse_change, "meV")
show("Anharmonic correction to change", morse_change - dF, "meV")
show("Shift if soft quantum alone is 10% higher", soft_high, "meV")
show("Shift if soft quantum alone is 10% lower", soft_low, "meV")
show("Shift if both quanta are 10% higher", common_high, "meV")
show("Shift if both quanta are 10% lower", common_low, "meV")
show("Half-width of uniform frequency spread", SPREAD, "meV", 0)
show("Dispersion correction to change", band_shift, "meV")
print("tests ok")
```

Running it gives:

```
Temperature: 600 K
Thermal energy kT: 51.704 meV
Stiff mode quantum eps: 80 meV
Stiff eps/kT: 1.5473
Stiff exp(-eps/kT): 0.2128
Stiff zero-point energy: 40.00 meV
Stiff thermal part of F: -12.37 meV
Stiff free energy F: 27.63 meV
Stiff energy U: 61.63 meV
Stiff slope dF/d(eps): 0.770
Soft mode quantum eps: 40 meV
Soft eps/kT: 0.7736
Soft exp(-eps/kT): 0.4613
Soft zero-point energy: 20.00 meV
Soft thermal part of F: -31.99 meV
Soft free energy F: -11.99 meV
Soft energy U: 54.26 meV
Soft slope dF/d(eps): 1.356
a = eps/(4 kT), eps = stiff quantum: 0.3868
2 cosh a: 2.1515
Change of F, closed form: -39.61 meV
Change of F, grid diagonalization: -39.61 meV
Zero-point part of change: -20.00 meV
Thermal part of change: -19.61 meV
Energy part dU: -7.37 meV
Entropy part -T dS: -32.24 meV
Classical lowering kT ln 2: 35.84 meV
Lowering with first quantum correction: 39.71 meV
Change of F at 300 K: -24.99 meV
Change of F at 900 K: -56.31 meV
Boundary O2 pressure factor, one mode per O: 0.216
Inverse pressure factor: 4.63
Oxygen mass in grid test: 15.999 u
Morse depth, stiff: 4000 meV
Morse depth, soft: 1000 meV
Change of F, Morse wells: -40.71 meV
Anharmonic correction to change: -1.09 meV
Shift if soft quantum alone is 10% higher: 5.20 meV
Shift if soft quantum alone is 10% lower: -5.69 meV
Shift if both quanta are 10% higher: -0.77 meV
Shift if both quanta are 10% lower: 0.70 meV
Half-width of uniform frequency spread: 10 meV
Dispersion correction to change: -0.41 meV
tests ok
```
